Joule heating at the inside corner of a bent metal film

Close to a sharp corner, a bent conducting film looks like an infinite wedge, and a wedge has no length of its own. Magnifying it about its tip leaves it unchanged. The part of the electric potential that varies near the tip can therefore be built from powers r^α of the distance r, where α is a pure number fixed by the angle. The field then scales as r^(α−1), the Joule power density as r^(2α−2), and the power inside radius r, obtained by integrating over an area of order r², as r^(2α). For 0 < α < 1 the density diverges while the enclosed power vanishes with r. What remains is to find α, show that its coefficient is not zero, and follow the heat.

The angle meant here is the one filled by metal: 270 degrees, on the inside of the bend. The film has uniform thickness t, electrical conductivity σ and thermal conductivity κ, and its free edges pass neither charge nor heat. The current is steady and ohmic. Atomic units are used in the algebra, with temperature measured as an energy; the equations keep the same form in SI units.

With field E = −∇φ and current density J = σE, conservation of charge, ∇·J = 0, gives

∇²φ = 0.

The Joule power per volume is

p = J·E = σ|∇φ|².

Let θ run from 0 to β across the metal wedge. No current crosses its edges, so ∂φ/∂θ = 0 at θ = 0 and θ = β. Inserting φ = R(r)Θ(θ) into Laplace's equation and multiplying by r²/(RΘ) gives

(r/R) d(r dR/dr)/dr = −Θ″/Θ = α².

The two sides depend on different variables, so both equal a constant. The angular solution with zero slope at θ = 0 is cos(αθ). Zero slope at θ = β requires sin(αβ) = 0, hence α = mπ/β with m = 0, 1, 2, and so on. The radial solutions are r^α and r^(−α), or a constant and ln r when m = 0.

The singular radial solutions must be excluded without assuming the finite power that is to be shown. Round the corners slightly. A harmonic function cannot have its maximum inside the film unless it is constant, and at a maximum on a smooth edge its normal derivative would be nonzero, which insulation forbids. The potential thus lies between the two contact voltages, whatever the rounding radius. This bound survives as the radius tends to zero and rules out both ln r and r^(−α). For β = 3π/2 the smallest nonzero exponent is 2/3, so

φ = φ_c + a r^(2/3) cos(2θ/3) + O(r^(4/3)).

The two components of the leading gradient are

∂φ/∂r = (2a/3) r^(−1/3) cos(2θ/3),
(1/r) ∂φ/∂θ = −(2a/3) r^(−1/3) sin(2θ/3).

Squaring and adding removes the angle:

p = (4/9) σa² r^(−2/3).

The same count for other angles gives p ∝ r^(2π/β−2) when the m = 1 coefficient is nonzero. A straight edge, β = π, has a finite density; a 90-degree corner has p ∝ r², because current avoids it; a thin slit, β = 2π, has p ∝ 1/r.

The divergence requires a ≠ 0. For a bend with two long arms of equal width w, a conformal map gives the coefficient. Put the inner corner at z = x + iy = 0, one arm along +x and the other along −y, and let s range over the first quadrant of the complex plane. Take

z = (2w/π)(artanh s − arctan s).

Its derivative is

dz/ds = (2w/π)[1/(1−s²) − 1/(1+s²)] = (4w/π) s²/(1−s⁴).

As real s goes from 0 to 1, z runs along the inner edge from 0 to +∞. For s > 1, approached from inside the quadrant, artanh s has imaginary part π/2. Then z has height w, and it returns along the outer edge as s increases. For s = iη,

z = (2w/π) i (arctan η − artanh η).

This runs down the other inner edge for 0 < η < 1. For η > 1, arctan s has real part π/2, so z lies on x = −w and runs back up the outer edge. Both routes reach the outer corner z_o = −w + iw as |s| → ∞. The boundary of the quadrant thus traces the boundary of the film once, and the interior is mapped one-to-one.

Next define

ζ = (1+s²)/(1−s²).

On the inner edges s² lies between −1 and 1, so ζ is positive and ln ζ is real. On the outer edges ζ is negative and ln ζ has imaginary part π. Both edges are therefore streamlines of the complex potential

Ω = [I/(πσt)] ln ζ, with φ = Re Ω up to a constant.

Its imaginary part changes by I/(σt) across an arm; multiplied by σt, this is the total current I. Differentiation gives

d(ln ζ)/ds = 2s/(1+s²) + 2s/(1−s²) = 4s/(1−s⁴).

Dividing by dz/ds cancels the factor 1−s⁴:

|E| = |dΩ/dz| = [I/(πσt)] π/(w|s|) = E₀/|s|, where E₀ = I/(σtw).

With p₀ = σE₀², the density far along a straight arm,

p/p₀ = 1/|s|².

The inner corner is at s = 0. The series artanh s = s + s³/3 + s⁵/5 + s⁷/7 + … and arctan s = s − s³/3 + s⁵/5 − s⁷/7 + … give

z = (4w/3π) s³ (1 + 3s⁴/7 + …).

To leading order |s|³ = r/b, with b = 4w/(3π). Hence

p = p₀ (b/r)^(2/3) = p₀ [4w/(3πr)]^(2/3).

The coefficient is nonzero, and the divergence is established for this bend. To see the first correction, let u³ = z/b. Inverting the series gives s = u(1 − u⁴/7 + …), and therefore

p = p₀ |u|^(−2) [1 + (2/7)|u|⁴ cos(4θ/3) + …].

The correction is of relative order (r/w)^(4/3), and its average over 0 < θ < 3π/2 is zero.

At the outer corner s is large, with artanh s = iπ/2 + 1/s + … and arctan s = π/2 − 1/s + …. If r′ is the distance from that corner, then

z − z_o ≈ 4w/(πs), so p ≈ p₀ [πr′/(4w)]².

The same bend thus has a hot spot in its Joule density on the inside and a cold spot on the outside.

The power inside a sector of radius R at the inner corner is

P(R) = t p₀ b^(2/3) ∫₀^(3π/2) dθ ∫₀^R r^(−2/3) r dr
= t p₀ b^(2/3) (3π/2)(3/4)R^(4/3)
= (9π/8) t p₀ b^(2/3) R^(4/3).

With the area element included, the integrand varies as r^(1/3), so the power vanishes as R goes to zero. The total power follows from ∇·(φ∇φ) = |∇φ|², which holds because ∇²φ = 0. Integrating over the film leaves boundary terms. Insulated edges contribute nothing, and a small arc around the corner contributes an amount of order r·r^(−1/3), which vanishes. The contacts give P = IV, where V is their voltage difference.

To find V, follow the map far along the x arm, where s → 1. There ζ ≈ 1/(1−s), artanh s ≈ ½ ln(2ζ), and arctan s ≈ π/4. Thus

z ≈ (w/π) ln(2ζ) − w/2,
ln|ζ| ≈ πx/w + π/2 − ln 2.

At the same distance ℓ along the other arm, ln|ζ| has the opposite value by symmetry. Taking the difference and multiplying by I/(πσt) gives

V = [I/(σt)] N, N = 2ℓ/w + 1 − (2 ln 2)/π.

Corrections are exponentially small when ℓ is much greater than w. The quantity 1/(σt) is the resistance of one square of film. The corner region adds about 0.559 square, and the total power is

P = I²N/(σt).

It is finite although the local density is not.

Heat requires a separate argument, because a finite total source need not give a finite temperature: a finite amount of heat released at a mathematical point of a film produces a logarithmic divergence. Let T be the temperature rise above the contacts, which are held at the base temperature. With no loss to the substrate, the heat balance is

κ∇²T = −σ|∇φ|².

Set φ = 0 at one contact and φ = V at the other, and consider

T = σφ(V−φ)/(2κ).

Since ∇²(φ²) = 2|∇φ|² and ∇²φ = 0, its Laplacian is −σ|∇φ|²/κ, as required. It vanishes at both contacts. Its normal derivative at an edge is proportional to ∂φ/∂n and vanishes too, so it is the required solution. Completing the square gives

T = [σ/(2κ)] [V²/4 − (φ−V/2)²] ≤ σV²/(8κ).

The temperature is therefore bounded everywhere, including the tip. In the symmetric bend the corner sits at V/2, and nearby

T = T_c − [σa²/(2κ)] r^(4/3) cos²(2θ/3) + ….

The temperature takes its maximum value at the tip and all along the line φ = V/2 that starts there. Toward the tip the heat flux vanishes as r^(1/3). If the arms differ so that φ_c ≠ V/2, the formula contains a term proportional to r^(2/3). The heat flux then diverges as r^(−1/3), but T remains finite.

Now let the film also lose power γT per volume to a substrate at the base temperature:

κ∇²T − γT = −p.

Let T_a be the lossless solution and D = T_a − T. Subtracting the equations gives

κ∇²D − γD = −γT_a ≤ 0.

At a negative interior minimum of D, ∇²D would be nonnegative and −γD positive, so the left side would be positive. This is a contradiction. Insulated edges are handled by the rounding argument used above, and D is zero at the contacts. Hence T ≤ T_a. The same argument applied to T itself gives T ≥ 0, so substrate loss leaves the temperature finite.

A useful value follows when the thermal healing length L, defined by L² = κ/γ, is much smaller than w, and the contacts lie many L away. Average the heat equation over the wedge angle. The term containing ∂²T/∂θ² integrates to zero because the edges are insulated. The averages T̄ and p̄ obey

(κ/r) d(r dT̄/dr)/dr − γT̄ = −p̄.

Multiply by rK₀(r/L), where K₀ is the decaying modified Bessel function satisfying (1/r)d(r dK₀/dr)/dr = K₀/L² for r > 0, and integrate over r. Two integrations by parts remove the volume terms in T̄. Near zero r dK₀/dr → −1, while r K₀ dT̄/dr → 0, so the remaining boundary term is −κT_c. Therefore

T_c = (1/κ) ∫₀^∞ p̄(r) K₀(r/L) r dr.

The wedge description fails beyond r of order w, but K₀ makes that part small when L is much less than w. Insert p̄ = p₀(b/r)^(2/3) and r = Lq:

T_c = (p₀/κ) b^(2/3) L^(4/3) C, C = ∫₀^∞ q^(1/3) K₀(q) dq.

To evaluate C, use

K₀(q) = ½ ∫₀^∞ exp[−v − q²/(4v)] dv/v.

At fixed v, the substitution q² = 4vh turns the q integral into 2^(1/3) v^(2/3) Γ(2/3). The remaining v integral gives another Γ(2/3), so

C = ½·2^(1/3) Γ(2/3)² = 2^(−2/3) Γ(2/3)² ≈ 1.155.

Finally, κ = γL² gives

T_c = (p₀/γ) C [4w/(3πL)]^(2/3).

A straight arm warms by p₀/γ. At fixed p₀ and γ, reducing κ shortens L and makes the corner hotter. In the limit κ → 0 the temperature would follow p/γ and diverge with it; sideways conduction is what keeps it finite. In the opposite limit, where L is much longer than the whole film, loss is negligible and T_c = σV²/(8κ) = p₀w²N²/(8κ). The corner temperature is then set by the arm length as well as by the bend.

For a worked case, take a model film with round parameters in the rough regime of thin copper on silicon oxide: thickness 50 nm, arm width 10000 nm, arm length 20000 nm from the inner corner, resistivity 4 μΩ cm and thermal conductivity 180 W/(m K). The oxide is 300 nm thick with conductivity k_ox = 1.4 W/(m K). The straight-arm current density is 10 MA/cm², so the current is 50 mA. The far density is

p₀ = J²/σ = (10¹¹ A/m²)² (4×10⁻⁸ Ω m) = 4×10¹⁴ W/m³,

or 0.4 GW/cm³. The corner law gives 1.05 GW/cm³ at 1000 nm, 4.87 at 100 nm and about 9.0 at 40 nm; at 1000 nm the correction term spreads the value by about ±4% with angle. Between the first two distances the rise is 10^(2/3), about 4.64.

The sheet resistance is 0.8 Ω per square. The corner contribution to the power is

(0.05 A)² × 0.8 Ω × 0.5587 = 1.117 mW,

or about 7.0 eV/fs. With both arms included, N = 4.5587 and the total is 9.117 mW.

If d is the oxide thickness and heat crosses it vertically, a good approximation when L is much larger than d, then γ = k_ox/(td). Hence

L = √(κtd/k_ox) = 1389 nm,
p₀/γ = p₀td/k_ox = 4.286 K.

The width is 7.2 healing lengths, so the small-L formula applies:

T_c = 4.286 K × 1.155 × 0.5648 × (7.2)^(2/3) = 10.4 K,

where 0.5648 is [4/(3π)]^(2/3). As an energy this is about 0.0009 eV. The density at 40 nm is 22 times p₀, yet the corner rise is 2.43 times the straight-arm rise, because conduction averages the source over roughly L.

Direct finite-volume solutions on the L-shaped film, which do not use the map to find the fields, test these results. With 100 cells across the width, a fit between 0.06w and 0.30w gives an inner exponent of −0.6667 and a prefactor of 0.565. The outer exponent is 2, and the density differs from the map by at most 0.42% at four separate points. Combining solutions with 50 and 100 cells gives N = 4.5587 and a corner-to-straight temperature ratio of 2.435, whose last digit is not converged: a grid refined toward the corner gives 2.44. The formula gives 2.433; the next term in the angular average of p, of relative size (r/b)^(8/3)/49, raises it by about 0.3% to 2.441. The lossless temperature agrees within 0.031% of its maximum.

For this film that lossless maximum would be 577 K. It serves as a proof of finiteness, not as a prediction: constant material parameters would not hold over such a rise.

In a real film the power law must stop at a distance comparable to the larger of the corner's rounding radius and the distance over which local Ohm's law fails. Take 40 nm, roughly the electron mean free path in bulk copper at room temperature, as the cutoff for a corner patterned at least that sharply; extra scattering in a thin film shortens the path. The formula places 2.53 μW inside that radius. Removing all of this heat would lower T_c by 2.5%, so the unresolved tip matters far more for local current density than for temperature. A larger rounding radius redistributes the heat and does not remove it: a circular fillet of 500 nm lowers the peak temperature by about 1.5%, and one of 1000 nm by about 4.5%. Since J ∝ r^(−1/3), the current density 40 nm from a sharp corner is about 47 MA/cm²; a corner rounded on a much larger scale carries less. The model leaves out electromigration, the drift of metal atoms driven by the current, which can damage a real copper film at such densities. The example therefore estimates heating and does not describe a safe steady operating point.

The model leaves out several thermal effects. One is warming of the silicon. For a long line on a 500 μm wafer with conductivity 150 W/(m K), the silicon under the line warms by about 2.5 K at its centre; under the corner of this short bend it warms by about 1.5 K, some 14% of the corner rise and the largest of the corrections estimated here. Heat spreading into uncovered oxide beside the film lowers the corner rise by about 5% in the model. An interface resistance of 10⁻⁸ m² K/W would add 4.7% to the oxide's thermal resistance. A resistivity coefficient of 0.003 per K, on the high side for a copper film of this resistivity, would raise the corner resistivity by 3.1%; at fixed total current some of the current shifts away from the warmer tip, and the corner rise grows by only about 1%. Metal or dielectric placed above the film would open another cooling path and require a new heat-loss coefficient. These corrections change the number near 10 K, while the finite temperature rests on sideways conduction and on a source that diverges as a power weaker than r^(−2), as r^(−2/3) does here and 1/r does at a slit. Finite total power alone would not be enough.

Table of computed values

```
INPUTS (round model values, rough copper-on-oxide regime)
arm width: 10000 nm
arm length from inner corner: 20000 nm
film thickness: 50 nm
oxide thickness: 300 nm
film resistivity: 4 uohm cm
film thermal conductivity: 180 W/(m K)
oxide thermal conductivity: 1.4 W/(m K)
current density in straight arm: 10 MA/cm2
base temperature: 300 K
TESTS ON THE PHYSICAL GRID
inner-corner exponent, grid: -0.6667
inner-corner prefactor, grid (w=1): 0.565
inner-corner prefactor, formula (w=1): 0.5648
outer-corner exponent, grid: 2
largest map-grid density difference: 0.42 %
total resistance, grid: 4.5587 squares
total resistance, formula: 4.5587 squares
summed Joule power / (current x voltage): 0.9999
largest lossless-temperature error: 0.031 %
corner / straight-arm rise, grid: 2.435
corner / straight-arm rise, formula: 2.433
RESULTS OF THE EXAMPLE
current: 50 mA
sheet resistance: 0.8 ohm/square
straight-arm Joule density: 0.4 GW/cm3
Joule density at r = 1000 nm: 1.049 GW/cm3
Joule density at r = 100 nm: 4.867 GW/cm3
Joule density at r = 40 nm: 8.965 GW/cm3
bend resistance: 0.5587 squares
bend power: 1.117 mW
bend power, converted: 6.975 eV/fs
total power: 9.117 mW
thermal healing length: 1389 nm
straight-arm temperature rise: 4.286 K
corner temperature rise: 10.43 K
corner rise, converted: 0.0008984 eV
contact voltage: 182.3 mV
lossless maximum rise (bound only): 577.3 K
NEGLECTED EFFECTS (rough sizes)
mean free path: 40 nm
power inside mean free path: 2.53 uW
its share of corner rise: 2.5 %
extra cooled width / oxide thickness: 0.43
corner-rise change from edge cooling: -4.9 %
(oxide thickness/healing length)^2: 0.047
interface / oxide thermal resistance: 4.7 %
resistivity change at corner: 3.1 %
electron-lattice difference at corner: 0.0097 K
film Biot number: 0.0013
silicon warming under long line: 2 K
Lorenz ratio / ideal metal value: 0.982
```
